Polarization fluctuations from optical conductivity, and their divergence in metals

Suppose the optical spectrum of a phase-change film is to be turned into an electron localization length or a polarization noise. Two choices must be made first: whether to integrate the absorption ε₂ or the loss function Im(−1/ε), and what to do with the free-carrier tail at low frequency. The first depends on which electric field the boundaries hold fixed. The second decides whether the result is a property of the material at all, because for a conductor the integral of ε₂ has no finite value.

**Setting and conventions**

N electrons move in a volume V with the nuclei fixed. X = Σᵢxᵢ is their summed position along one axis, and P = −eX/V is the electronic polarization up to a constant. Write ΔX = X − ⟨X⟩. Proofs use ħ = e = 1 and keep the mass m. The eigenstates of the Hamiltonian H are |n⟩, and ωₙ = Eₙ − E₀.

A uniform force F on each electron adds −FX to H. The electron charge enters once in the force and once in the current, so its sign cancels, and the conductivity σ is the response of v/V to F, where v = i[H,X] is the summed velocity. In an open body F comes from the external field. In a ring, or between ideal shorted electrodes, it comes from the macroscopic field E, and σ is then the usual conductivity.

**Theorem (Souza-Wilkens-Martin)**

Let the ground state be non-degenerate, the temperature zero and the response linear. Then

V⟨ΔP²⟩ = (e²/V)⟨ΔX²⟩ = (ħ/π) ∫₀^∞ dω Re σ(ω)/ω. (1)

If E is held and the bulk conductivity has a Drude term Dδ(ω), or tends to σ₀ > 0 at zero frequency, the right side is infinite.

**Lemma 1 (conductivity as a line sum).** For ω > 0,

Re σ(ω) = (π/V) Σₙ |v₀ₙ|²/ωₙ δ(ω − ωₙ), n ≠ 0. (2)

Proof. A pulse F(t) = κδ(t) turns the ground state into exp(iκX)|0⟩. To first order in κ,

⟨v(t)⟩ = ⟨(1 − iκX) v(t) (1 + iκX)⟩ = iκ⟨v(t)X − Xv(t)⟩,

because ⟨v⟩ vanishes in the ground state. From v = i[H,X],

v₀ₙ = i(E₀ − Eₙ)X₀ₙ = −iωₙX₀ₙ, vₙ₀ = iωₙXₙ₀. (3)

Insert a complete set of states. The first product gives i v₀ₙXₙ₀ exp(−iωₙt) = (|v₀ₙ|²/ωₙ) exp(−iωₙt). The second gives −iX₀ₙvₙ₀ exp(iωₙt) = (|v₀ₙ|²/ωₙ) exp(iωₙt). Dividing by κV,

σ(t) = (2/V) Σₙ (|v₀ₙ|²/ωₙ) cos ωₙt, t > 0. (4)

The real part of ∫₀^∞ dt exp(iωt) cos ωₙt is (π/2)[δ(ω − ωₙ) + δ(ω + ωₙ)], and for ω > 0 the first term alone remains. ∎

**Proof of (1).** Divide (2) by ω, integrate, and use (3):

∫₀^∞ dω Re σ/ω = (π/V) Σₙ |v₀ₙ|²/ωₙ² = (π/V) Σₙ |X₀ₙ|².

By completeness, the sum over n ≠ 0 of X₀ₙXₙ₀ is ⟨X²⟩ − ⟨X⟩². In full units the two charges give e², and the pulse operator exp(iκX/ħ) gives 1/ħ, so the integral equals πe²⟨ΔX²⟩/(ħV). This is (1). ∎

An interacting case shows the two sides computed separately. Take 4 spinless fermions on 8 open sites, with hopping and spacing 1, site energies ±0.5 and neighbour repulsion 1. The ground-state variance is 1.115160, and the sum over current matrix elements gives the same figure. The response to a weak pulse, followed in time and transformed at ω = 0.5i, gives Lσ = 0.588111, as does (4).

**Lemma 2 (ring).** On a ring X is not single-valued. Replace every momentum p by p + κ, so that v = ∂H/∂κ. Perturbation theory gives

|Φ_δ⟩ = |Φ₀⟩ − δ Σₙ |n⟩ vₙ₀/ωₙ + …

1 − |⟨Φ₀|Φ_δ⟩|² = δ² Σₙ |v₀ₙ|²/ωₙ² + higher orders. (5)

The coefficient of δ² is the quantum metric, and it replaces ⟨ΔX²⟩.

To see that it contains the same conductivity, let κ oscillate. Since dκ/dt = F, κ(ω) = iF(ω)/ω. The perturbation κv produces a velocity whose absorptive part is −iπκ Σₙ|v₀ₙ|²δ(ω − ωₙ). Multiplying by i/ω and dividing by V gives (2) again. The remaining, non-absorptive part at ω → 0 is κ ∂²E₀/∂κ². For a causal response the factor i/ω means i/(ω + i0⁺), whose real part is πδ(ω), so this part adds a Drude term with D = (π/V)∂²E₀/∂κ². ∎

The metric stands for the full integral when D vanishes in the large ring, as in an insulator. Free electrons without a lattice show the danger. There v commutes with H, every v₀ₙ is zero and the metric is zero, while the term Dδ(ω)/ω makes (1) infinite. For the interacting model above, closed into a ring, the overlap at small twist gives 1.95450 and the current sum 1.95451. This checks (5) only. A ring this small still has D = −0.68, and with antiperiodic boundary conditions D = +0.58 and the metric is 0.67. At 14 sites the two metrics per site are 0.14 and 0.16, bracketing the growth of about 0.15 per site in open chains.

**Proposition 1 (insulators).** Let absorption start at a gap E_g. With ℓ² = ⟨ΔX²⟩/N, n = N/V, ω_p² = ne²/(ε₀m) and static electronic permittivity ε_s,

ℓ² ≤ ħ²/(2mE_g), ℓ² ≤ (ε₀ħω_p/(2e²n)) √(ε_s − 1). (6)

Proof. At t → 0⁺ the pulse response is i⟨[v,X]⟩/V = N/(mV), because v = Σᵢpᵢ/m and [p,x] = −i. Equation (4) then gives Σₙ|v₀ₙ|²/ωₙ = N/(2m), so

∫₀^∞ dω Re σ = πN/(2mV).

Above the gap 1/ω ≤ 1/E_g, and (1) gives the first bound. For the second, write Re σ = ε₀ωε₂ and E = ħω. The sum rule reads ∫dE Eε₂ = (π/2)(ħω_p)², and the static Kramers-Kronig relation reads ∫dE ε₂/E = (π/2)(ε_s − 1). The Cauchy-Schwarz inequality gives

∫dE ε₂ ≤ (π/2) ħω_p √(ε_s − 1),

and (1) multiplies this by ε₀/(πe²n). ∎

A band model shows the approach to the metal. Let a half-filled chain have site energies ±Δ, hopping 1 and spacing 1. Its Bloch Hamiltonian is Δσ_z − 2cos k σ_x with energies ±ε, ε² = Δ² + 4cos²k. The velocity is 2 sin k σ_x. Its interband element squared is 4 sin²k Δ²/ε², and the transition energy is 2ε, hence

⟨ΔX²⟩/L = ∫dk/(2π) Δ² sin²k/ε⁴, −π/2 < k < π/2. (7)

At Δ = 0.5 this is 0.242536, equal to the growth per site of the variance in long open chains. For small Δ the zone edge dominates. With q the distance from it and u = 2q,

⟨ΔX²⟩/L ≈ (Δ²/2π)(1/2) ∫du/(Δ² + u²)² = (Δ²/4π)(π/(2Δ³)) = 1/(8Δ).

**Proposition 2 (clean metal).** For free spinless fermions in one channel of length L with hard walls,

⟨ΔX²⟩ → 7ζ(3)L²/(2π⁴) = 0.04319 L² for large N. (8)

Proof. The orbitals are √(2/L) sin(jπx/L). Writing the product of two sines as a difference of cosines and integrating by parts gives, for odd i − j,

x_ij = −(2L/π²)[1/(i − j)² − 1/(i + j)²],

and zero for even non-zero i − j. For a Slater determinant, ⟨ΔX²⟩ is the sum of |x_ij|² over filled i and empty j. There are d such pairs with j − i = d ≤ N. Small d dominates, where i + j is about 2N and the second term is negligible. Thus

⟨ΔX²⟩ → (4L²/π⁴) Σ_{d odd} d/d⁴ = (4L²/π⁴)(7/8)ζ(3). ∎

The reason for the growth can be read from the spectrum. These transitions lie at ω_d = πv_F d/L, with v_F the Fermi velocity. By (2) and (3) their conductivity weight is

(π/L) ω_d · d · 4L²/(π⁴d⁴) = 4v_F/(π²d²).

Since Σ1/d² over odd d is π²/8, the total is v_F/2. That is half of the bulk Drude weight D = πn/m = v_F, as it should be for positive frequencies. The walls move the Drude peak from zero to frequencies of order 1/L, and division by ω turns this into a fluctuation per length proportional to L. Chains of 800 sites, for which the distance between the hard walls is L = 801, give 0.04319 at both half and quarter filling.

**Proposition 3 (metal with scattering).** Let Re σ = σ₀/(1 + ω²τ²). The part of the fluctuation ⟨ΔX²⟩/V above a cutoff ω_c is

S_D = (ħσ₀/(πe²)) · ½ ln[1 + 1/(ω_cτ)²]. (9)

Proof. An antiderivative of 1/[ω(1 + ω²τ²)] is ln ω − ½ ln(1 + ω²τ²). It tends to −ln τ at infinity, and subtracting its value at ω_c gives the logarithm. ∎

As ω_c → 0 this grows without limit. The same holds for any spectrum with σ₀ > 0, since the integrand is then σ₀/ω at low frequency. The Drude term Dδ(ω) diverges more strongly. This completes the theorem.

The criterion is low-frequency conduction, and the absence of a gap is not enough. If Re σ falls as a positive power of ω, the integral converges at its lower end. Half-filled chains with random site energies between −2 and 2 illustrate this: ⟨ΔX²⟩/L averages 0.47 over 30 chains of 200 sites and 0.46 over 10 chains of 600, each with a sampling error below 0.1, whereas (8) would triple it.

**Proposition 4 (isolated slab).** For a slab with no charge exchange and an external field along its normal, ε₂ is replaced by the loss function:

V⟨ΔP²⟩ = (ε₀/π) ∫₀^∞ dE Im(−1/ε). (10)

Proof. The inner field is E_ext/ε, so P = ε₀(1 − 1/ε)E_ext. The current is −iωP, and the conductivity with respect to E_ext has real part ε₀ω Im(−1/ε). Insert this in (1). ∎

In a conductor ε ≈ iσ₀/(ε₀ω) at low frequency, so Im(−1/ε) ≈ ε₀ω/σ₀ and the integral converges there. For an undamped Drude metal the loss function is (π/2)ħω_p δ(E − ħω_p), and V⟨ΔP²⟩ = ε₀ħω_p/2, the zero-point motion of the plasmon. Charge displaced in an isolated slab pulls itself back, which removes the soft motion behind the divergence.

A microscopic check adds the depolarization energy KX²/(2L) to a half-filled clean chain, within the random-phase approximation. Here n/m becomes v_F/π = 2/π, and the plasmon formula gives ⟨ΔX²⟩/L = ½√(n/(mK)) = 0.1995 for K = 4. Chains of 50 and 100 sites give 0.1964 and 0.1980. Without the depolarization energy they give 2.240 and 4.402.

**Remark (temperature).** Let pₙ be thermal occupations. For a pair of levels separated by ħω, the conductivity carries pₙ − pₘ and the fluctuation pₙ + pₘ. With pₘ/pₙ = exp(−ħω/kT), the ratio (pₙ + pₘ)/(pₙ − pₘ) is coth(ħω/2kT), which multiplies the integrand of (1). A finite body also has a static variance from the diagonal elements Xₙₙ. In the 8-site cluster at kT = 1 the total 5.073824 is the sum of 4.063821 and a static 1.010003. For ħω ≪ kT the factor is 2kT/(ħω), so dc conduction contributes

(ħσ₀/(πe²)) · 2kT/(ħω_c) (11)

above a low cutoff. With E held, the fluctuation in a semiconductor with thermally excited carriers therefore also diverges at T > 0. The finite value in an insulator is a ground-state property.

**Example: two phases of a memory film**

The inputs are rough values in the regime of Ge₂Sb₂Te₅. Interband absorption is a Tauc-Lorentz line with gaps of 0.6 eV (amorphous) and 0.4 eV (crystal). With E held, (1) reads

⟨ΔX²⟩/V = (ε₀/(πe²)) ∫dE ε₂, ε₀/(πe²) = 0.01759 /(eV nm).

For the amorphous film the integral is 68.07 eV, so ⟨ΔX²⟩/V = 1.197 /nm. Dividing by 160 valence electrons per nm³ gives ℓ² = 0.00748 nm² and ℓ = 0.087 nm (1.6 bohr). The gap bound is 0.252 nm and the permittivity bound 0.099 nm, so here the second is much the tighter. In a volume of (10 nm)³ the rms polarization is e√(1.197/1000) per nm² = 0.55 µC/cm².

For the crystal's interband part the integral is 108.3 eV, giving 1.905 /nm, ℓ = 0.104 nm (2.0 bohr) and 0.70 µC/cm². Its holes add a part with no limit. With σ₀ = 641 S/cm and τ = 3.98 fs, ħσ₀/(πe²) is 0.0838 /nm. At zero temperature (9) gives 0.31 /nm above 1 THz, 0.89 above 1 GHz and 2.05 above 1 kHz. The hole part equals the interband part at a cutoff near 5 kHz. These are bulk figures. In a volume of (10 nm)³ the roughly 200 holes have a level spacing of order 2 meV (about 0.6 THz), above which (9) gives only about 0.36 /nm, and a spacing near 5 kHz needs a cube some 5 µm on a side. The divergence is real but slow, so the value of an integral cut off in the infrared does not reveal it. The sign to look for is a Re σ that levels off at a non-zero value.

For isolated slabs (10) gives 0.352 /nm for the amorphous film and 0.369 /nm for the crystal with its holes. The choice of field thus changes the amorphous result by a factor of 3.4, and leaves little contrast between the phases in this model.

**The model beside real films.** The computed static electronic permittivities, 15.6 and 36.9, are of the size expected for this material. The hole mobility of 20 cm²/Vs suits a well-ordered crystal and is high for a disordered cubic film. For a single spherical valley k_F times the mean free path is 4.3; with four equivalent valleys at the same density, mass and τ it is 1.7. The Drude picture is therefore at best usable and not deep in the metallic regime; stronger disorder could localize the holes and make the ground-state value finite. The assumption that fails most severely in use is zero temperature. At 300 K the hole part above 1 GHz is about 1050 /nm instead of 0.89. Even the amorphous film, with a rough, frequency-independent 10⁻³ S/cm, has carrier noise equal to its interband part at a cutoff of 1.4 MHz. Nor does a real circuit hold E at optical frequencies, so the held-field polarizations above are an ideal limit.

Two omissions are smaller. A polar lattice mode of energy E₀ that raises the permittivity by δε adds (π/2)δεE₀ coth(E₀/2kT) to the integral of ε₂. For rough steps of 8 at 10 meV and 20 at 8 meV this is 1.0 % of the amorphous and 1.5 % of the crystal interband value: at 300 K the factor E₀ coth(E₀/2kT) is close to 2kT, about 0.05 eV, which is small beside the electronic transition energies. The lines also hold only 93 % and 84 % of the valence oscillator strength. If the rest lies at or above 10 eV, it adds at most 3.5 % and 5.7 % to the integral of ε₂. Placed at 10 eV, it would raise the isolated-slab values by about 4 % and 9 %, so the small difference between those two values is not reliable. The numerical output lists the remaining inputs.

Computed values

```
MODELS (hbar = e = hopping = spacing = 1)
cluster variance, direct: 1.115160
cluster variance, from currents: 1.115160
cluster variance, imaginary axis: 1.115160
L*sigma(0.5i), pulse / Kubo: 0.588111 / 0.588111
thermal variance, beta=1: 5.073824 = 4.063821 + static 1.010003
ring metric, twist / Kubo: 1.95450 / 1.95451
insulator <dX2>/L, open / band: 0.242536 / 0.242536
8*D*<dX2>/L at half-gap D=0.01: 1.0000
metal <dX2>/L^2, law: 0.04319
  800 sites, 1/2 and 1/4 filled: 0.04319, 0.04319
disordered <dX2>/L, 200 / 600 sites: 0.47 / 0.46
metal, field held, 50 / 100 sites: 2.240 / 4.402
metal, isolated, 50 / 100 sites: 0.1964 / 0.1980 (limit 0.1995)
FILMS (rough Ge2Sb2Te5-like inputs)
amorphous: A=110 E0=2.6 C=3.5 Eg=0.6 eV, 30 atoms/nm3
  valence electrons: 160.0 /nm3; static electronic eps: 15.60
  integral of eps2: 68.07 eV; <dX2>/V: 1.1974 /nm
  localization length: 0.0865 nm = 1.635 bohr
  bounds, gap / index: 0.2520 / 0.0990 nm
  rms P of (10 nm)^3, field held: 0.554 uC/cm2
  isolated slab <dX2>/V: 0.3516 /nm (loss sum rule ratio 1.0001)
  f-sum share: 0.932; missing part at 10 eV adds 3.5 %
  lattice (d_eps=8, 10 meV), 300 K, adds 0.97 %
crystal: A=170 E0=1.7 C=2.0 Eg=0.4 eV, 33 atoms/nm3
  valence electrons: 176.0 /nm3; static electronic eps: 36.93
  integral of eps2: 108.32 eV; <dX2>/V: 1.9054 /nm
  localization length: 0.1040 nm = 1.966 bohr
  bounds, gap / index: 0.3086 / 0.1211 nm
  rms P of (10 nm)^3, field held: 0.699 uC/cm2
  isolated slab <dX2>/V: 0.3688 /nm (loss sum rule ratio 1.0000)
  f-sum share: 0.837; missing part at 10 eV adds 5.7 %
  lattice (d_eps=20, 8 meV), 300 K, adds 1.51 %
CRYSTAL HOLES
density 2.0e+20 /cm3, mobility 20 cm2/Vs, mass 0.35
sigma0: 641 S/cm; tau: 3.98 fs; hbar/tau: 0.165 eV
hbar*sigma0/(pi e^2): 0.08381 /nm
  Drude part above 1e+12 Hz, T=0: 0.3092 /nm
  Drude part above 1e+09 Hz, T=0: 0.8880 /nm
  Drude part above 1e+03 Hz, T=0: 2.0459 /nm
Drude part equals interband part at cutoff: 5.34e+03 Hz
Drude part above 1 GHz at 300 K: 1047.8 /nm
Fermi energy: 0.356 eV = 13.8 kT; mean free path: 2.38 nm; kF*l: 4.31
amorphous, 1e-03 S/cm at 300 K: carrier noise equals interband part at cutoff 1.37e+06 Hz
```
